Why two-terminal conductance is unchanged when every magnetization reverses

**The decision: is a second calculation needed?**

Suppose the conductance of a magnetic device has been computed for one magnetic state, and the state with every moment flipped is next on the list. If the device has two terminals, carries current coherently in linear response and sits in zero applied field, the second run gives no new conductance. It is useful as a check of the calculation. The same fact limits read-out: under these conditions the conductance cannot tell a stored state from its complete reverse.

For a device with n magnets that can each point along + or −, the 2ⁿ sign states therefore have at most 2ⁿ⁻¹ different conductances. With a free and a reference layer, G(+,+) = G(−,−) and G(+,−) = G(−,+). Memory read-out relies on the difference between these two pairs, which is a partial reversal and is not forbidden.

**What is assumed**

Two normal, non-superconducting leads L and R are joined by a conductor of any shape and disorder. Electrons move in a static mean field. M stands for every magnetization in device and leads, pinned moments and stray fields included, and B is the applied field. The reversed state is the same texture with each moment flipped.

Let T_ba(E) be the probability for transmission from lead a to lead b, summed over all open modes of both. A mode has speed (1/ħ)|dE/dk| and 1/(2π|dE/dk|) states per unit length and energy. Their product is 1/(2πħ) = 1/h, so each filled mode carries the current e/h per unit energy. With the chemical potential of L raised by eV,

I = (e/h) ∫ [T_RL f_L − T_LR f_R] dE.

It is shown below that T_RL = T_LR at each energy. To first order in V, f_L − f_R = eV(−∂f/∂E). Any change of T caused by V multiplies this factor and is of second order in the current. Hence

G = (e²/h) ∫ T_RL(E) (−∂f/∂E) dE.

If T_RL(E) is even in M, so is G at any temperature that acts through the Fermi functions alone.

**Reciprocity: what time reversal gives**

The time-reversal operator is Θ = iσ_y K, where K is complex conjugation. It changes the sign of momentum p and of spin σ. The terms of the Hamiltonian respond as follows.

- Kinetic energy (p + eA)²/2m keeps its form if A, and so B, is reversed.
- Spin-orbit coupling, proportional to σ·(∇V × p), contains two factors that change sign. It is unchanged, whatever its strength.
- Exchange, D m·σ with unit vector m, contains one such factor. It keeps its form if m is reversed.
- The Zeeman term, proportional to B·σ, also contains one such factor. It keeps its form if B is reversed.

Therefore

Θ H(M,B) Θ⁻¹ = H(−M,−B).

The mean field respects this: reversing a self-consistent equilibrium state leaves the charge density as it was and flips the spin density, which gives the same potential and the opposite exchange field.

Now set B = 0. In the leads, write a scattering state as incoming modes with amplitudes a plus outgoing modes with amplitudes b, each mode normalized to unit flux. The scattering matrix is defined by

b = S(M) a.

In a periodic lead the band energies are periodic in k, so they cross E upwards as often as downwards. Incoming and outgoing modes are then equal in number and S is square. Flux conservation, b†b = a†a for every a, gives S†S = 1, and for a square matrix also SS† = 1.

Apply Θ to the state. It conjugates the amplitudes and reverses each mode's flux. The result solves the problem for −M at the same energy, with incoming amplitudes b* and outgoing amplitudes a*. Using the Θ-images as modes for −M,

a* = S(−M) b* = S(−M) S(M)* a*.

This holds for every a, so S(−M) is the inverse of S(M)*. The inverse of a unitary matrix is its adjoint, and the adjoint of S* is the transpose of S:

S(−M) = S(M)ᵀ.

Transposition exchanges source and destination. Another choice of flux-normalized modes only multiplies the blocks of S by unitary matrices, which leaves total transmissions unchanged. Hence

T_RL(−M) = T_LR(M).

This relates opposite directions in opposite magnetic states. It does not yet say that G is even.

**Unitarity: why two terminals matter**

Write r for reflection back into L, t for transmission from L to R, and t′ for transmission from R to L. The LL blocks of S†S = 1 and SS† = 1 are

r†r + t†t = 1,
r r† + t′t′† = 1.

Both unit matrices have dimension N_L, the number of open modes in L. Take traces, with R_LL = Tr r†r = Tr r r†:

R_LL + T_RL = N_L,
R_LL + T_LR = N_L.

Subtraction gives T_RL(M) = T_LR(M), even if the leads differ. Physically, what is not reflected into L has one other place to go. Joining this to reciprocity,

T_RL(−M) = T_LR(M) = T_RL(M).

A stronger statement follows. The square matrices r†r and r r† have the same eigenvalues, so t†t and t′t′† do too. Since t(−M) is the transpose of t′(M) up to the choice of modes, each eigenvalue of t†t is the same for M and −M. The transmission of one particular incoming mode has no such protection.

**Why spin rotation is not the explanation**

Without spin-orbit coupling, at B = 0 and with negligible stray fields, turning all magnetizations together is a change of spin axes and leaves G unchanged. If they lie in one plane, a half-turn about its normal reverses them all, and G is even for that reason. Two things spoil this as a general explanation. Three magnetizations that span space cannot all be reversed by a rotation, because inversion has determinant −1. And spin-orbit coupling ties spin to the lattice, so a common rotation can change G. Time reversal needs neither condition.

**How large: a strongly spin-orbit-coupled wire**

The example is a disordered wire with Rashba coupling α(σ_x k_y − σ_y k_x), on a square lattice of spacing 5 nm, 150 nm long and 8 sites wide. The magnetization points along x in the left lead and left third, along y in the centre, and along z in the right third and right lead. The mass is 0.04 m_e, α = 30 meV nm and D = 3 meV. For one-dimensional motion without exchange, spin turns by π over

πħ²/(2mα) = 99.7 nm,

and mixing of subbands lengthens this to about 105 to 109 nm for the open modes of the left lead at D = 0. The coupling is thus strong on the scale of the device. The potential falls by 20 meV along the wire, which makes the leads unequal, with N_L = 4 and N_R = 6. The site energies are one random draw, uniform between −5 and +5 meV, and the Fermi energy lies 26 meV above the band bottom of the unconfined left lead without exchange or Rashba coupling. For state M at this energy,

R_LL + T_RL = 0.1416 + 3.8584 = 4.0000 = N_L,
G = 38.74 µS × 3.8584 = 149.5 µS.

A separate solution for −M gives the same T_RL to within 2 × 10⁻¹⁴, comparable with the unitarity error of 3 × 10⁻¹⁴. The four transmission eigenvalues, 0.9055, 0.9674, 0.9903 and 0.9952, also agree. The transmissions of single left modes do not: sorted by size, the second is 0.9689 for M and 0.9724 for −M, while the sums agree.

Turning all magnets by 90° about z, with everything else fixed, changes T_RL from 3.858 to 3.892 on this lattice; the size of the change depends strongly on the lattice spacing, as noted below. With α = 0 both orientations give 3.865. Invariance under a common rotation is thus lost once the coupling is present, while evenness under reversal survives. Even at α = 0, no rotation could reverse these three perpendicular magnetizations.

**When a difference is real**

*Incomplete reversal.* Reversing the centre magnet alone raises T_RL to 3.885, or by 0.7%, on the 5 nm lattice. The wire is already nearly transparent: T_RL cannot exceed N_L = 4, so no magnetic change that keeps N_L could raise it by more than 0.142. If all magnets reverse but the centre one ends 5° off its target, tilted in the plane toward −x, T_RL differs by 0.0008, or 0.02%. A 5° tilt out of the plane gives 0.0002 or less.

*A field that does not reverse.* The general relation is G(M,B) = G(−M,−B). At B = 0.5 T along z, normal to the plane, with g = −10, T_RL is 3.8563 for M and 3.8535 for −M; reversing the field as well restores 3.8563. Since G(−M,B) = G(M,−B), the difference at fixed B is odd in B and starts linearly where G is smooth. A fixed residual field of 1 mT along z gives a difference of 5 × 10⁻⁶, about one part in a million of T_RL; along x it gives 8 × 10⁻⁶.

*A third terminal.* Let a probe P absorb and emit electrons. Reciprocity still holds, but electrons leaving L now have two destinations, and the sum rule no longer forces T_RL = T_LR. In the example T_RL is 3.1698 for M and 3.1704 for −M, while T_LR(−M) is 3.1698. It matters which current is read: with R and P grounded, the current leaving L is proportional to N_L − R_LL = T_RL + T_PL, and it stays even, 3.8753 for both states, because reciprocity leaves R_LL unchanged.

If the probe floats, evenness returns. With V_R = 0 and no probe current, (T_PL + T_PR)V_P = T_PL V_L. Writing D_P = T_PL + T_PR, the conductance at zero temperature in units of e²/h is

g(M) = T_RL + T_RP T_PL/D_P.

The sum rules for P and L are

T_PL + T_PR = T_LP + T_RP,
T_RL + T_PL = T_LR + T_LP.

Insert T_RP = D_P − T_LP from the first:

g(M) = T_RL + T_PL − T_LP T_PL/D_P.

Reciprocity gives g(−M) by exchanging the two indices of each T, with D_P unchanged by the first sum rule. Inserting T_PR = D_P − T_PL,

g(−M) = T_LR + T_PR T_LP/D_P = T_LR + T_LP − T_PL T_LP/D_P.

The second sum rule makes the two equal. Both are 3.667 in the example. The probe voltage itself is not protected: reversal turns V_P/V_L = T_PL/D_P into T_LP/D_P, which gives 0.2960 for M and 0.2957 for −M. Full coherence is therefore sufficient for evenness but not necessary.

*Finite bias.* For any one fixed potential, T_RL remains even. The potential itself need not be. Raising the left chemical potential by eV adds the density eV ν_L, where ν_L is the local density of states fed from L. A rise δU in potential energy removes ν δU, where ν is the total local density of states. If the two cancel locally,

δU = eV ν_L/ν.

Time reversal keeps ν but turns states fed from L into states that drain into L, so ν_L can change. The ratio ν_L/ν changes by up to 0.028 here. At 0.5 mV, with the lead potentials held fixed, this estimate gives a difference of 8 × 10⁻⁵ in T_RL, or 0.002%. It corresponds to a current of order V² that is odd in M.

**Comparison with real devices**

The parameters are rough values for an InAs quantum well. The Rashba constant is near the strong end, the proximity exchange is an assumed value, and three perpendicular magnetizations within 150 nm are a severe test, not a usual layout. Real wells are nonparabolic: the kinetic energy in the right lead, exchange aside, is 0.115 of a rough 400 meV gap, and for motion along one lattice axis the lattice misstates that energy by about 12%. The value 149.5 µS is thus a model result, not a prediction for a device. It is also not converged in the lattice spacing. With the width and the 5 nm potential cells kept, spacings of 1.7 nm and 1 nm give 150.9 µS, and the effect of reversing the centre magnet falls from 0.7% to about 0.1%. At 1.7 nm the 90° common rotation changes T_RL by −0.0007 instead of +0.033. At that spacing the difference T_RL(M) − T_RL(−M) at 0.5 T is −0.010 instead of +0.003, and with the grounded probe it is +0.005 instead of −0.0006. The sizes and signs of the contrast effects quoted above are therefore values for the 5 nm lattice only. These errors do not affect evenness, because the corrected Hamiltonian obeys the same time-reversal relation. The contrast effects also belong to one disorder draw. Over seven other draws on the 5 nm lattice, reversing the centre magnet changes T_RL by −0.4% to +1.2%, the 90° rotation changes it by −0.006 to +0.024, the difference at 0.5 T lies between −0.025 and +0.001, and the three-terminal difference between −0.003 and +0.010. Real devices also break full coherence. The floating probe, at its chosen strength, lowers G by 5% on the 5 nm lattice (about 8% at 1.7 nm spacing) and keeps it even. Thermal smearing at 4.2 K shifts G by less than 0.01% for this disorder draw and by up to 0.3% for the other draws.

**What to do in a calculation**

Compute one member of each fully reversed pair, and run one −M case as a check. If G differs, first compare T_RL with T_LR at the same M. A mismatch beyond numerical error means that flux is being lost or gained, for instance through an imaginary energy left in the device region, which acts as an extra terminal. If they agree, T_RL(−M) must differ from T_LR(M), so reciprocity is violated. This means that the second calculation is not the time reverse of the first. Look for an unreversed lead, field or pinned moment, or a self-consistent solution that reached another texture. In a laterally periodic junction also check the k∥ mesh: reversal maps k∥ to −k∥, so T(k∥,−M) = T(−k∥,M), and a mesh that is halved or not symmetric under k∥ → −k∥ can make G differ.

To detect the sign of a complete magnetic state electrically, leave the conditions of the theorem: add a reference magnet that stays fixed, a third terminal (read the voltage of a floating probe, as in a Hall measurement, or the current arriving in one of two grounded drains), a fixed field, or a finite bias. The sections above give values for these cases in the example.

Numbers as computed

```
effective mass (rough): 0.040 m_e
Rashba constant (rough): 30.0 meV nm
exchange energy D, splitting is 2D (rough): 3.0 meV
g factor (rough): -10.0
lattice constant: 5.0 nm
device length: 150 nm
sites across the wire: 8
hopping energy: 38.10 meV
length for spin rotation by pi: 99.7 nm
Fermi energy: 26.0 meV
potential of right lead: -20.0 meV
disorder half-width: 5.0 meV
open modes N_L, N_R: 4 6
R_LL(M): 0.14157
T_RL(M): 3.85843
T_LR(M): 3.85843
T_RL(-M): 3.85843
conductance quantum e^2/h: 38.7405 uS
G(M) at zero temperature: 149.477 uS
G(-M) at zero temperature: 149.477 uS
|T_RL(M)-T_RL(-M)|: 1.9e-14
largest error of unitarity: 2.9e-14
largest error of S(-M)=S(M)^T: 2.9e-14
transmission eigenvalues, M: 0.9055 0.9674 0.9903 0.9952
transmission eigenvalues, -M: 0.9055 0.9674 0.9903 0.9952
transmission of each left mode (sorted), M: 0.9302 0.9689 0.9755 0.9838
transmission of each left mode (sorted), -M: 0.9301 0.9724 0.9736 0.9823
T_RL, all magnets turned 90 deg about z: 3.89161
T_RL without Rashba term, M: 3.86461
T_RL without Rashba term, turned 90 deg: 3.86461
T_RL, only centre magnet reversed: 3.88498
T_RL, only left magnet reversed: 3.87456
applied field for contrast: 0.5 T
T_RL(M,B): 3.85634
T_RL(-M,B): 3.85353
T_RL(-M,-B): 3.85634
probe coupling: 10.0 meV
three terminals: T_RL(M): 3.16978
three terminals: T_RL(-M): 3.17043
three terminals: T_LR(-M): 3.16978
floating probe: G(M): 3.66668 e^2/h
floating probe: G(-M): 3.66668 e^2/h
largest change of left-injected charge share: 0.0277
bias: 0.5 mV
T_RL(M), potential shifted by bias: 3.852573
T_RL(-M), same shifted potential: 3.852573
T_RL(-M), its own shifted potential: 3.852491
temperature: 4.2 K
thermal energy kT: 0.362 meV
G(M) with thermal smearing: 3.85861 e^2/h
G(-M) with thermal smearing: 3.85861 e^2/h
largest |T_RL(M)-T_RL(-M)| over 41 energies: 7.4e-14
T_RL(M)-T_RL(-M) in fixed residual field 1 mT: 0.000005
T_RL change, centre magnet 5 deg off -M: 0.00077
nonparabolicity, kinetic energy/gap, right lead: 0.115
lattice error of kinetic energy, right lead: 0.121
```
